Energy scaling of a stretching ridge in a thin elastic sheet

**Q:** A crumpled sheet is full of straight ridges joining sharp points. Paper bends more easily than it stretches, so why should a ridge stretch at all?

**A:** Take one ridge of length X along x, with y across it. The sheet has thickness h, Young modulus Y and Poisson ratio ν, and its bending stiffness is

D = Yh³/[12(1−ν²)].

Far from the ridge the flanks are flat, with height f = −α|y|. The slope α is small, so the fold turns through 2α. Pure bending would prefer a very gentle fold, but the end points are sharp, and a fold that is wide in the middle and sharp at its ends cannot keep a straight crest.

Let the fold have width w. The slope changes by 2α across w, so the curvature is of order α/w, and the area is wX:

E_bend ~ D(α/w)² wX = Dα²X/w.

Rounding the fold displaces the sheet by about αw from the sharp roof. At the ends this displacement vanishes. A line of length X with held ends, deflected by αw, has strain of order (αw/X)². With Yh ~ D/h²,

E_stretch ~ (D/h²)(αw/X)⁴ wX = Dα⁴w⁵/(h²X³).

**Q:** One term falls with w and the other rises. What does the balance give?

**A:** Write the sum as A/w + Bw⁵, with A = Dα²X and B = Dα⁴/(h²X³). Setting the derivative to zero gives

A/w² = 5Bw⁴, so w⁶ = A/(5B) = h²X⁴/(5α²).

Hence w ~ h^(1/3) X^(2/3) α^(−1/3), and

E ~ Dα²X/w ~ Dα^(7/3) (X/h)^(1/3).

Multiplying the first condition by w gives A/w = 5Bw⁵: bending costs five times as much as stretching. The expression D(X/h)^(1/3) is therefore a scaling law at fixed angle. As an energy it still needs the factor α^(7/3) and a number.

**Q:** You chose the deformation. A cleverer sheet might find a cheaper one with another exponent.

**A:** That needs a definite problem. I use Föppl–von Kármán elasticity, valid for small slopes. With in-plane displacements u and v, the strains are

γxx = u_x + f_x²/2, γyy = v_y + f_y²/2, γxy = (u_y + v_x + f_x f_y)/2.

At x = 0 and x = X a frame imposes the roof shape and u = 0, while v is free. The frame's corner is rounded over a width w₀ ≪ w. A perfectly sharp corner is an idealization: a cone-like shape around it has curvature of order α/r at distance r, and D∫(α/r)² r dr diverges logarithmically.

Now rescale. Let w = εX denote the width scale, and set

x = Xξ, y = wη, f = αwF, u = (α²w²/X)U, v = α²wV.

The strains become γxx = α²ε²Gxx, γxy = α²εGxy and γyy = α²Gyy, where each G has the same form as its strain, written in the scaled variables. The leading bending energy has the prefactor Dα²X/w. The stretching modulus is Yh/(1−ν²) = 12D/h², so the Gxx² term has the prefactor (12D/h²)α⁴ε⁴wX. The two are equal if

12α²X²ε⁶/h² = 1, or ε = [h/(√12 αX)]^(1/3).

With this choice

E = (Dα²/ε) e,

where e is the minimum of

½∫∫ [F_ηη² + 2νε²F_ξξF_ηη + ε⁴F_ξξ² + 2(1−ν)ε²F_ξη²
 + Gxx² + 2νGxxGyy/ε² + Gyy²/ε⁴ + 2(1−ν)Gxy²/ε²] dξdη.

Since 1/ε = 12^(1/6) α^(1/3) (X/h)^(1/3), this reads

E = C Dα^(7/3) (X/h)^(1/3), C = 12^(1/6) e.

**Q:** That has only moved the problem into e. The terms with 1/ε⁴ could make it blow up, or a clever shape could send it to zero.

**A:** Both must be excluded. For the lower bound, minimize the stretching density over Gyy at given Gxx. The minimum is at Gyy = −νε²Gxx, which leaves (1−ν²)Gxx². The same step for the curvatures leaves (1−ν²)F_ηη². Thus

e ≥ (1−ν²) ½∫∫(F_ηη² + Gxx²) dξdη.

Follow one line of fixed η, and let ψ be the departure of F from the frame's profile. It vanishes at both ends, as does U, so

∫Gxx dξ = ½∫ψ_ξ² dξ.

If the departure is ψ₀ at some point ξ₀, the Cauchy–Schwarz inequality on the two pieces of the line gives

∫ψ_ξ² dξ ≥ ψ₀²[1/ξ₀ + 1/(1−ξ₀)] ≥ 4ψ₀².

Therefore ∫Gxx dξ ≥ 2ψ₀², and ½∫Gxx² dξ ≥ ½(∫Gxx dξ)² ≥ 2ψ₀⁴. This holds for every ξ₀, so we may average over ξ₀:

e ≥ (1−ν²) min ∫(½F″² + 2ψ⁴) dη,

where the minimum is over profiles F(η) of a single cross-section.

**Q:** Why is that minimum not zero?

**A:** Take a smooth bump χ(η) with χ(0) = 1. For a sharp frame F = −|η| + ψ, and two integrations by parts give

∫F″χ dη = −2 + ∫ψχ″ dη.

If F″ tended to zero in mean square and ψ in mean fourth power, both integrals would vanish and leave 0 = −2. A slightly rounded frame replaces −2 by a number near it, so the conclusion survives.

For the value, write F = −η + g for η > 0. The variation gives

g″″ = −8g³, g′(0) = 1, g‴(0) = 0,

with g decaying. The second condition makes F smooth at the crest; the third arises because g(0) is free. The functional is convex, so a solution is the minimum. Numerically it is 0.6245, both by direct minimization and from the differential equation. In the sharp-frame limit C is thus at least 0.945(1−ν²), or 0.83 for ν = 0.35. This is a bound, not an estimate of C.

**Q:** For the upper bound you need a sheet that avoids the expensive strains. Can you write one down?

**A:** Yes. Let the local scaled width be ω(ξ), put t = η/ω for η > 0, and take

F = −η + ωG(t), G = (a + bt)e^(−t).

The other flank is its mirror image. A smooth crest requires G′(0) = b − a = 1, hence G′ = (1−bt)e^(−t). Since t_ξ = −tω′/ω,

F_η = −1 + G′, F_ξ = ω′(G − tG′).

To have Gyy = 0 we need V_η = −F_η²/2 = −½ + G′ − G′²/2. With J(t) = ∫G′² from t to infinity, so that J′ = −G′², the solution is

V = −η/2 + ω(G + J/2).

By symmetry V must vanish on the crest, so 2G(0) + J(0) = 0. Here J(0) = ½ − b/2 + b²/4 and G(0) = a = b − 1, which gives

b² + 6b − 6 = 0, b = √15 − 3 = 0.873, a = −0.127.

The negative a means that the crest lies below the sharp roof line.

To have Gxy = 0 we need U_η = −V_ξ − F_ξF_η. The two pieces are

V_ξ = ω′(G + J/2 − tG′ + tG′²/2),
F_ξF_η = ω′(GG′ − G − tG′² + tG′).

Their sum is ω′(J/2 + GG′ − tG′²/2). The bracket is the t-derivative of

S = (G² + tJ)/2,

so U = −ωω′S.

**Q:** Then the whole stretching cost is in Gxx. What is it?

**A:** Differentiate U at fixed η:

U_ξ = −(ω′² + ωω″)S + ω′²tS′.

Then add half the square of F_ξ. The terms in ω′², apart from −S, are

tS′ + ½(G − tG′)²
= tGG′ + tJ/2 − t²G′²/2 + G²/2 − tGG′ + t²G′²/2
= S.

This cancels the −S, and

Gxx = −ωω″S.

A fold whose width grows linearly has ω″ = 0 and no strain: it is a cone. Stretching comes from the width having to open from one end and close towards the other.

The formula also shows that the crest need not be the most stretched line. In this trial sheet S is a²/2 = 0.008 on the crest but 0.047 at t = 1. The larger strain lies beside the crest, on the inner flanks.

**Q:** Does the energy stay finite as the width shrinks at the vertices?

**A:** With F_ηη = G″/ω and dη = ω dt, the leading energy is

e_trial = ½N_B∫dξ/ω + ½N_S∫ω³ω″² dξ,

where N_B = 2∫G″²dt = 2.254 and N_S = 2∫S²dt = 0.00792, with t from 0 to infinity. Choose ω = λs^(2/3), with s = 4ξ(1−ξ). Then s′² = 16(1−s), s″ = −8, and

ω″ = λ[(2/3)s^(−1/3)s″ − (2/9)s^(−4/3)s′²] = −(32/9)λs^(−4/3)(1 + s/2).

Near an end both integrands grow as s^(−2/3), which is integrable. Also ωω′ ~ s^(1/3) → 0, so U = 0 at the frame, as required. The integrals give

e_trial = 2.370/λ + 0.1550λ⁵.

The minimum is at λ = [2.370/(5×0.1550)]^(1/6) = 1.205, where e_trial = (6/5)(2.370/1.205) = 2.36. So C is at most 3.57 in the limit of small ε and sharp frame.

**Q:** You dropped the remaining bending terms. With such a singular width they may diverge.

**A:** They would at a sharp corner. Replace s^(2/3) by (s² + δ²)^(1/3). The end width is λδ^(2/3), and ω′ = 0 at the frame, so U = 0 still holds. Suppose the corner is rounded over w₀ = h/α. In units of w this is √12 ε², so δ ~ ε³. The twisting term is then of order

ε²∫ω′²/ω dξ ~ ε²δ^(−1/3) ~ ε,

the lengthwise bending term is of order ε⁴/δ ~ ε, and the term with ν is of order ε²δ^(−1/3) ~ ε. The change in the two leading integrals is of order δ^(1/3) ~ ε. All these add to E an amount of order Dα², which does not grow with X/h. For this trial sheet the exponent between αX/h = 10⁸ and 10⁹ is 0.332.

The minimum e therefore lies between two positive constants as h/X → 0, and no exponent other than 1/3 is possible in this model. The bounds alone do not prove that C settles to a single number.

**Q:** Does it settle when nobody prescribes the shape?

**A:** I minimized the full two-dimensional energy numerically for ν = 0.35, among shapes with mirror symmetry about the crest and about mid-length. The frame rounding was held at 0.1w, and each flank was clamped to its flat shape at a distance 8w. These ratios were the same in every run, so w₀ shrank together with w:

αX/h = 167: e = 1.887
αX/h = 600: e = 1.822
αX/h = 2309: e = 1.793
αX/h = 10692: e = 1.787

The local exponents of E between successive runs are 0.31, 0.32 and 0.33. They approach 1/3 from below because E is proportional to e/ε and e falls slightly as the sheet gets thinner. The mesh error in e is up to about 1 %, however, which is more than the last change in e, so only two decimals of these exponents are meaningful, and whether e still falls in the last step is not resolved. The scaled mid-ridge curvature is 1.07 in the last three runs, which supports the width law. With this frame the lower bound on e is 0.557, and the trial sheet gives 2.06 at the largest ratio; the computed values lie between the bounds in every run.

**Q:** You promised bending five times stretching. Is that what comes out?

**A:** No. The ratio falls from 7.25 to 5.82 along the series, each value with a mesh error of about 0.1. The reason follows from varying h at fixed frame, sheet size and Y. At a minimum only the explicit dependence on h contributes, so

h dE/dh = 3E_bend + E_stretch.

On the other hand E = Dα²e/ε, with D ∝ h³ and ε ∝ h^(1/3). The number e depends on ε, on η₀ = w₀/w and on the flank width ℓ in units of w; the last two vary as h^(−1/3). Let e_b and e_s be the two parts of e, and define

P = η₀∂e/∂η₀ + ℓ∂e/∂ℓ.

Equating the two expressions for h dE/dh, in units of Dα²/ε, gives

3e_b + e_s = (8/3)(e_b + e_s) − P/3 + (ε/3)∂e/∂ε,

and therefore

e_b − 5e_s = −P + ε∂e/∂ε.

The ratio 5 belongs to the limit in which e no longer depends on rounding, flank width or ε. In the runs e increases with ε, which raises the ratio in thicker sheets. At ε = 0.03 the left side is 1.525 − 5×0.262 ≈ 0.2. If the small ε term is ignored there, P ≈ −0.2: a wider rounding and wider flanks together would lower e.

**Q:** When does the ridge law fail altogether?

**A:** When the ends are not sharp on the scale w. If w₀ ≫ w, the sheet can keep the frame's profile along its whole length. Then ω is constant, the trial sheet has no strain, and

E ≤ ½N_B Dα²X/w₀ = 1.13 Dα²X/w₀.

This is a straight bent fold, linear in X. The lower bound also used ends that are held apart: with u free, the step that fixed the mean of Gxx is lost. That does not show that the law fails, only that this proof no longer covers it. In a crumpled sheet there is no rigid frame, so the proof applies only as far as the surrounding facets hold the vertices apart. Using the law for each ridge separately also assumes facets much wider than w and weak interaction between neighbouring ridges, neither of which is derived here.

**Q:** Put in numbers for a real film.

**A:** Take polyester film with rough typical properties, Y = 4 GPa and ν = 0.35, and choose h = 5 µm, X = 10 mm and α = 0.3. Then

D = (4×10⁹ Pa)(5×10⁻⁶ m)³/(12×0.8775) = 47.5 nJ,
ε = [1/(√12×600)]^(1/3) = 0.0784, w = 0.784 mm.

With the frame rounded over 0.1w = 78 µm, a finer mesh gives e = 1.817, which is 0.28 % below the coarser one. This value is not yet converged and may still be up to about 1 % too high, so E below is 98 to 99 nJ and C is 2.73 to 2.75. Thus

E = 47.5 nJ × 0.09/0.0784 × 1.817 = 99 nJ = 6.2×10¹¹ eV.

In the form of the law, C = 2.75, α^(7/3) = 0.0603 and (X/h)^(1/3) = 12.6. The bounds for this frame are 30 and 119 nJ. The mid-ridge radius of curvature is 2.5 mm, and the crest lies 42 µm below the sharp roof line. For comparison, the straight trial fold with w₀ = 78 µm all along would cost 1.13×47.5 nJ×0.09×128 ≈ 0.6 µJ. Widening in the middle saves most of that, at the price of some stretching.

**Q:** Would a real film obey this?

**A:** The moduli and thickness are in the range of real polyester films, but several idealizations matter. Finite slope enters at relative order α² = 0.09. The bending strain at the frame is 0.018, just below a rough yield strain of 0.02. For the same film and angle, a rounding below about 70 µm would take the vertex past yield, and the elastic energy would no longer describe it; I have not computed that change.

The most delicate assumption is the rigid frame. A 10 K temperature mismatch, with a rough expansion coefficient of 2×10⁻⁵ per K, gives a strain of 2×10⁻⁴. The ridge's own strain scale is α²ε² = 5.5×10⁻⁴, and its computed mid-crest strain is 6×10⁻⁵. If the mismatch puts the film in tension along the ridge, and the film is taken as free to contract sideways, the uniform strain alone stores

½Yh(2×10⁻⁴)² × 10 mm × 12.5 mm ≈ 50 nJ

over the whole sheet, about half the ridge energy, before any interaction with the ridge strain is counted. That interaction is linear in the mismatch, so it dominates when the mismatch is small: it changes the energy by roughly 2 to 3 % per kelvin. Measuring the energy to a few per cent in such a frame would need temperature control to about one kelvin.

Weight matters little here. A loose strip gives a generous estimate of the sag and of the elastic energy stored by sagging. For a strip of span X under weight q per area, with its end slopes clamped but its ends free to slide, the deflection qx²(X−x)²/(24D) has its maximum qX⁴/(384D) = 38 µm. The ridged sheet sags far less: its ends are held, the ridge puts it in tension along x on average, and the outer edges of its flanks are clamped. The elastic energy of the sliding strip, q²X⁵/(1440D) per unit width, is about 0.1 % of E when taken over the width of the sheet. The frame of the model fixes the height but not the end slopes; a sliding strip with hinged ends sags five times as much, 5qX⁴/(384D) = 188 µm, and stores q²X⁵/(240D), still only about 0.5 % of E. Thermal energy at 300 K is smaller than E by a factor of about 4×10⁻¹⁴. The remaining digits are in the numerical output below.

Computed results

```
profile numbers a, b: -0.12702, 0.87298
trial bending number, stretching number: 2.2540, 0.00792
trial energy terms a, b and best lambda: 2.3704, 0.1550, 1.2048
sharp frame, upper e and C: 2.3609, 3.5723
sharp frame, lower e and C at nu=0: 0.6245, 0.9450
same lower e from differential equation: 0.6245
lower C at nu=0.35: 0.8292
lower-bound profile, bending/stretching: 5.001
trial energy at eps=0.1, delta=0.1, formula / displacements: 1.91972 / 1.91972
trial exponent, alpha X/h = 1e8 to 1e9: 0.3319
2D minimization, nu=0.35, frame rounding w0/w = 0.1, flank width/w = 8.0
eps=0.1200 alpha*X/h=167 e=1.8869 trial e=2.5575 bend/stretch=7.25 mid curvature=1.058
eps=0.0784 alpha*X/h=600 e=1.8221 trial e=2.1836 bend/stretch=6.52 mid curvature=1.065
eps=0.0500 alpha*X/h=2309 e=1.7932 trial e=2.0914 bend/stretch=6.07 mid curvature=1.066
eps=0.0300 alpha*X/h=10692 e=1.7866 trial e=2.0649 bend/stretch=5.82 mid curvature=1.066
lower bound on e with this frame: 0.5568
exponents between successive runs: 0.3060, 0.3215, 0.3309
finer mesh at example: e=1.8170, change -0.28 %
Example: polyester film, rough typical properties
Young modulus 4.0 GPa, Poisson ratio 0.35, density 1400 kg/m3
h = 5.0 um, X = 10.0 mm, alpha = 0.3, X/h = 2000
(X/h)^(1/3) = 12.599, alpha^(7/3) = 0.06025
bending stiffness D = 47.483 nJ = 2.964e+11 eV
eps = 0.07836, width scale w = 0.7836 mm, frame rounding = 78.4 um
ridge energy E = 99.10 nJ = 6.185e+11 eV, C = 2.749
bounds on E, same frame: 30.37 to 119.09 nJ
bending/stretching on finer mesh: 6.45
mid-ridge radius of curvature: 2.452 mm
mid-ridge drop below sharp roof line: 42.3 um
mid-ridge strain along ridge: 5.742e-05
Neglected effects
finite slope, relative order alpha^2: 0.090
facet sag under weight, clamped strip of span X: 37.6 um
height scale alpha*w for comparison: 235.1 um
weight energy / ridge energy: 8.72e-04
thermal strain, 10 K mismatch at 2e-05 per K: 2.0e-04
bending strain at frame: 0.0179, rough yield strain: 0.02
kT at 300 K / ridge energy: 4.2e-14
```
